Complete Epitaxial Regrowth Does Not Guarantee a Defect-Free Implant

A process simulation has just regrown an implanted amorphous layer, and a dopant-diffusion step comes next. What interstitial population should that step start from? If complete regrowth means a repaired crystal, interstitials can be reset to equilibrium at every depth. If it repairs only the layer that was amorphous, the reset must stop at the original amorphous boundary, and a source of interstitials must be kept below it.

**The belief and its appeal**

The belief is that once the crystallization front has reached the surface, the implant damage is gone. There is a good argument for it. In solid-phase epitaxy the crystal below acts as a template, and atoms of the amorphous layer join it plane by plane. The layer keeps no memory of which atom was once displaced. Most of the displacements also lie inside it. In the example below, the implant produces about 97 displacements per Å², and only 0.52 per Å² lie deeper than the boundary, about 0.5% of the total.

The argument is sound for the layer. It fails below the layer, where the front never passes. There the question is whether atoms and lattice sites balance.

**Counting atoms against sites**

Let depth x increase inward, and let the original amorphous boundary be at x = a. Let v(y) be the density of displacements, each counted as leaving one vacancy. It is a running total: where atoms are displaced repeatedly, inside the layer that becomes amorphous, it can exceed the density of sites. An atom displaced from y comes to rest at y + s, where s is a Gaussian random shift with mean m and width w. The density of displaced atoms at rest is i(x). The model takes the material to be amorphous where v exceeds a critical value v_c, so v(a) = v_c.

The recoil surplus beyond a, per unit area, is

J = ∫ₐ^∞ [i(x) − v(x)] dx.

An atom that starts and stops beyond a adds one to i and one to v, and cancels. What remains is the number carried inward across a minus the number carried outward. For a given positive s, the atoms that cross inward started between a − s and a. For negative s, those that cross outward started between a and a − s and count negatively. Both cases are contained in

J = ⟨ ∫_{a−s}^{a} v(y) dy ⟩,

where the brackets average over s, because reversing the limits supplies the minus sign. For shifts short compared with the damage width, insert v(y) ≈ v(a) + v′(a)(y − a). The first term integrates to s v(a). The second gives v′(a)[0 − (−s)²]/2 = −s² v′(a)/2. Hence, to this order,

J ≈ m v(a) − ½⟨s²⟩ v′(a), with ⟨s²⟩ = m² + w².

The first term is the forward push of the beam. The second is positive wherever damage falls with depth: more atoms are available to cross from the heavily damaged side than from the other. A surplus therefore survives even at m = 0.

Implanted ions add to it. Assume that each ion ends on a lattice site. It then either fills a vacancy, which leaves a displaced host atom without a partner, or expels a host atom. Each ion beyond a thus adds one surplus atom. With ion density g(x), the total is

N = J + ∫ₐ^∞ g(x) dx.

**The size of the surplus**

Take a model diamond-structure semiconductor with lattice constant a₀ = 5.4 Å and site density ρ = 0.0508 Å⁻³. The damage is a Gaussian of peak 0.13 Å⁻³, depth y₀ = 700 Å and width Σ = 300 Å, with v_c = 0.005 Å⁻³. Setting v(a) = v_c gives

a = y₀ + Σ√(2 ln(0.13/0.005)) = 700 + 300 × 2.553 = 1466 Å.

The slope there is v′(a) = −v_c(a − y₀)/Σ² = −4.25 × 10⁻⁵ Å⁻⁴. With m = 2 Å and w = 15 Å, ⟨s²⟩ = 229 Å², so

J ≈ 2 × 0.005 + ½ × 229 × 4.25 × 10⁻⁵ = 0.0100 + 0.0049 = 0.0149 Å⁻².

The full Gaussian expression gives 0.01495 Å⁻². It follows from the fact that i is also Gaussian, with centre y₀ + m and variance Σ² + w². J is then the difference between the tails of i and v beyond a, and a direct convolution on a grid confirms it.

The ion dose is Φ = 0.1 Å⁻², with range 1000 Å and straggle 350 Å. The tail beyond a contains 0.0092 Å⁻². Therefore

N = 0.01495 + 0.00916 = 0.0241 Å⁻² = 2.4 × 10¹⁴ cm⁻².

An independent count of randomly drawn displacements and ion stops gave 0.0250 Å⁻² with a standard error of 0.0005 Å⁻². This is 1.9 standard errors high, within the four allowed in the test.

**Recombination cannot remove it**

Suppose first that interstitials and vacancies recombine locally, before appreciable transport. Each event removes one of each:

di/dt = dv/dt = −k i v.

Subtracting the two equations shows that i − v is constant at each depth. To see how the vacancies disappear at the boundary, write X = v/v_c, θ = k v_c t and δ = (i − v)/v_c. Then

dX/dθ = −X(X + δ), X(0) = 1.

Since 1/[X(X + δ)] = (1/δ)[1/X − 1/(X + δ)], integration from the initial value gives

ln[X/(X + δ)] = −δθ − ln(1 + δ).

Exponentiating and solving for X,

X = δ / [(1 + δ)e^{δθ} − 1].

At the boundary the recoils give δ = 0.0241. By θ = 300 the vacancies have fallen to 1.7 × 10⁻⁵ of v_c, while the interstitials have settled at 0.024 of v_c. Recombination has removed nearly all the defects there and left the imbalance unchanged.

**Why the regrown layer does not take the atoms back**

If atoms were carried out of the amorphous layer, one might expect it to regrow with matching vacancies that could absorb the surplus. But an amorphous layer has no fixed list of sites to fill. The front builds a site for each atom it incorporates.

Before the implant the layer held ρa atoms per area. It then lost J by recoil and gained the ions that stopped within it, Φ − (N − J). Neglecting sputtering, so that atoms recoiling towards the surface are kept in the layer, it now holds

ρa − J + Φ − (N − J) = ρa + Φ − N.

Giving each atom, host or implanted, one site of the crystal, the regrown thickness is this number divided by ρ. The outer surface therefore moves outward by

h = (Φ − N)/ρ = (0.1 − 0.0241)/0.0508 = 1.49 Å.

If N were larger than Φ, the surface would move inward instead. In both cases the imbalance of the layer appears as a surface displacement, and ideal regrowth leaves no stock of vacancies. The regrown layer can be perfect while the surplus below it remains.

**Why the surplus can form defects, but need not**

Surplus interstitials are mobile and might escape before they cluster. Suppose that local recombination has finished before they travel. The case least favourable to defects then makes the boundary a perfect sink for them. Let c be the density of free interstitials, p the density of immobile clusters, D the interstitial diffusivity and r the capture radius. Two mobile partners approach with relative diffusivity 2D, and there are c²/2 pairs per squared volume, so clusters form at the rate 4πr(2D)(c²/2) = 4πrDc². Each event removes two free atoms, and existing clusters capture more at the rate 4πrDcp. Dividing by D gives

∂c/∂(Dt) = ∂²c/∂x² − 8πrc² − 4πrcp,

∂p/∂(Dt) = 4πrc², with c(a) = 0.

With Dt as the variable, the diffusivity has dropped out: faster atoms escape sooner, but they also meet sooner. Balancing the diffusion term c/ℓ² against 8πrc² gives an initial capture length

ℓ = 1/√(8πrc).

For r = 5 Å and the surplus density at the boundary, 1.68 × 10⁻⁴ Å⁻³, ℓ is about 7 Å. The mean depth of the surplus below a is d = 129 Å, so most atoms should be caught on the way. The numerical solution agrees: 7% escape. With clustering switched off, nearly all escape by Dt = 2 × 10⁶ Å² in a calculation closed by a reflecting wall 800 Å below a. Without the wall the last atoms take much longer, but the escaped fraction still tends to one.

The second result marks where the warning fails. If clustering is suppressed, or the surplus is so dilute that ℓ is much longer than d, an absorbing boundary can drain nearly all the surplus and complete regrowth can leave an almost clean crystal. The 7% is a rate-equation estimate, because ℓ is shorter than the mean spacing of the interstitials, about 18 Å. It also rests on irreversible clustering, on all surplus interstitials starting free, and on recombination being complete before transport begins. The last condition is an idealization. If recombination has the same capture radius, so that k = 4πrD, then θ = 300 corresponds to Dt ≈ 950 Å² and a diffusion length √(2Dt) of about 44 Å, well beyond ℓ. That time refers to the boundary; deeper, where the densities are lower, recombination is slower, and the vacancies left below a at that time still amount to more than a tenth of N. Interstitials that reach the sink while vacancies are still present leave those vacancies without partners, and considerably more of the surplus can be lost. Pairing, at 8πrc², also competes with recombination, at 4πrcv, so clusters can then bind many more interstitials than N while an almost equal number of vacancies is left over; only the net count stays tied to N. Under the stated assumptions, the bound surplus is B = 0.0224 Å⁻².

Energy must also favour the clusters. Take a circular loop of radius R, an extra {111} double layer. A {111} plane of the face-centred cubic lattice has neighbours a₀/√2 apart and cell area (√3/2)(a₀²/2) = √3a₀²/4. The double layer has two atoms per cell, so

σ = 8/(√3a₀²) = 0.158 Å⁻².

The loop contains n = σπR² atoms. With constant line energy τ and fault energy γ per area, its energy is E = 2πRτ + πR²γ. Dividing by n,

E/n = γ/σ + 2τ/(σR).

The cost of adding one more atom is the ratio of dE/dR to dn/dR:

μ = (2πτ + 2πRγ)/(2πRσ) = γ/σ + τ/(σR).

It is smaller than the average because the perimeter grows more slowly than the area. For τ = 1 eV/Å, γ = 0.005 eV/Å² and R = 100 Å, the values are E/n = 0.032 + 0.126 = 0.158 eV and μ = 0.032 + 0.063 = 0.095 eV.

Let T be the temperature as an energy, with Boltzmann's constant set to one. A dilute free interstitial has chemical potential T ln(c/C*), which is zero at the equilibrium density C*. In the model, DC* is the site density times a self-diffusion coefficient with prefactor 10¹⁸ Å²/s and energy 4.5 eV. At T = 0.075 eV and D = 10⁸ Å²/s, this gives C* = 4.45 × 10⁻¹⁸ Å⁻³. The initial surplus at the boundary then has

T ln(c/C*) = 0.075 × ln(1.68 × 10⁻⁴/4.45 × 10⁻¹⁸) = 2.34 eV per atom.

This far exceeds 0.158 eV, so loops are strongly favoured over the free surplus. The comparison does not describe how small clusters turn into loops. The rate equations above end with clusters of only about three atoms on average. The loop formula gives E/n above 2.34 eV for R below about 5.5 Å, or 15 atoms, and a constant line energy has no meaning at that size, so the stability of the small clusters remains an assumption. If all the bound atoms end in loops of this radius, each loop takes 4976 atoms, and the loop density is

B/n = 0.0224/4976 = 4.5 × 10⁻⁶ Å⁻² = 4.5 × 10¹⁰ cm⁻².

**Two clocks**

Could the loops dissolve while the layer regrows? A loop is in balance with a free density C*e^{μ/T}, and a perfect sink holds the density at C*. If the sink is a distance L away and diffusion is quick enough to keep a linear profile, the loss per area and time is

F = K/L, with K = DC*(e^{μ/T} − 1).

Assume that loops of radius 100 Å have already formed, and let the front absorb perfectly. It moves at speed u, so L = d + ut until t = a/u. The total loss is

∫₀^{a/u} K dt/(d + ut) = (K/u) ln(1 + a/d).

The model growth law, with prefactor 10¹⁵ Å/s and barrier 2.5 eV, gives u = 3.34 Å/s at T = 0.075 eV. Regrowth takes 1466/3.34 = 439 s. During that time the loops lose a fraction 3.8 × 10⁻⁸ of their atoms. Diffusion is quick enough for a linear profile because uL/D is at most about 5 × 10⁻⁵. The formula also treats the loops as a continuous sheet. Separate loops, here about 470 Å apart, lose atoms more slowly, so for loops of this size the loss is an upper estimate. It is not one for small clusters: μ rises as 1/R, and the same formula at fixed size gives a loss of 1% at about 20 atoms and of order one at about 11. Whether small clusters survive regrowth depends on their binding and on how fast they coarsen, which this model does not treat. A time-dependent diffusion calculation with the moving sink agrees with the logarithmic law within the 0.2% allowed.

After regrowth the surface is the sink, at L ≈ a + d; the 1.5 Å shift is negligible here. At fixed loop radius the lifetime is

t_loop = B(a + d)/K.

At T = 0.075 eV this is 3.2 × 10¹⁰ s, about 7 × 10⁷ times the regrowth time. Now take loops that have already formed and heat them to T = 0.11 eV. Their lifetime falls to about 300 s, whereas an amorphous layer of the same thickness would regrow at that temperature in 0.011 s. Heat brings the clocks closer, because loop loss has the larger activation energy in this model, but they still differ by a factor of nearly 3 × 10⁴. An anneal can remove the loops; the end of regrowth is not the sign that it has done so.

These lifetimes assume no other sinks and a fixed radius. A shrinking loop has a larger μ and loses atoms faster, so the lifetimes are estimates.

**Does a higher dose bury the problem?**

A higher dose at the same energy moves the boundary deeper, into weaker tails. With ten times the dose and damage, a moves from 1466 to 1700 Å. But the boundary is again the place where v = v_c, so the forward-push term m v_c is unchanged. The gradient term grows with a − y₀, and J rises slightly, from 0.0150 to 0.0165 Å⁻². The fraction of ions beyond a falls from 9.2% to 2.3%, but there are ten times as many ions, and their contribution rises from 0.0092 to 0.0227 Å⁻². The total increases from 0.024 to 0.039 Å⁻². In this case the thicker amorphous layer moves the surplus deeper and makes it larger.

**What to carry into the next step**

The implant damage in the regrown layer can be cleared if regrowth was planar and introduced no defects of its own. The free interstitial density there is not at equilibrium, however. The diffusion time (a + d)²/D is 0.025 s, far shorter than regrowth, so the defects below already feed the layer: the density runs from C* at the surface towards C*e^{μ/T} at the loops, which is 3.5 times equilibrium for R = 100 Å at T = 0.075 eV. A reset to equilibrium is harmless only if the source is kept, because the profile then rebuilds within that time. Smaller clusters have a larger μ and sustain a far higher supersaturation. Below the original boundary, the simulation should carry forward the surplus N, less whatever a transport and clustering calculation shows to have escaped. In the example, with recombination finished before transport and clustering irreversible, that remainder is 93% of N. Setting it to zero would remove 2.2 × 10¹⁴ interstitials per cm² that, under these assumptions, remain bound. The values used here are collected in the numerical output below.

Table of computed values

```
lattice constant: 5.4 A
site density: 0.05081 A^-3
ion dose: 0.1 A^-2
ion range: 1000 A
ion straggle: 350 A
peak vacancy production: 0.13 A^-3
damage peak depth: 700 A
damage width: 300 A
critical damage v_c: 0.005 A^-3
recoil mean m: 2 A
recoil width w: 15 A
amorphous boundary a: 1466 A
vacancies beyond a: 0.5225 A^-2
mean-recoil term: 0.01 A^-2
damage-gradient term: 0.004871 A^-2
recoil surplus J: 0.01495 A^-2
ion surplus: 0.009162 A^-2
total surplus N: 0.02411 A^-2
total surplus N, converted: 2.41e+14 cm^-2
sampled surplus: 0.02502 A^-2
sampling standard error: 0.00049 A^-2
outward surface shift: 1.49 A
boundary excess delta: 0.02412
reaction time theta: 300
vacancies left v/v_c: 1.7e-05
capture radius: 5 A
escaped, no clustering: 0.9999
escaped, with clustering: 0.0698
bound surplus: 0.0224 A^-2
mean surplus depth below a: 129.4 A
loop line energy tau: 1 eV/A
fault energy gamma: 0.005 eV/A^2
loop radius R: 100 A
loop sheet density sigma: 0.1584 A^-2
atoms per loop, formula: 4976
atoms per loop, counted: 4981
loop energy per atom: 0.1578 eV
loop chemical potential: 0.0947 eV
free surplus density at a: 0.000168 A^-3
equilibrium density C*: 4.45e-18 A^-3
free-interstitial driving energy: 2.34 eV
loop density: 4.51e-06 A^-2
loop density, converted: 4.51e+10 cm^-2
growth: prefactor 1e+15 A/s, barrier 2.5 eV
self-diffusion: prefactor 1e+18 A^2/s, energy 4.5 eV
interstitial diffusivity: 1e+08 A^2/s
regrowth temperature: 0.075 eV
regrowth speed: 3.34 A/s
regrowth time: 439 s
loop fraction lost in regrowth: 3.8e-08
loop lifetime after regrowth: 3.2e+10 s
hot temperature: 0.11 eV
hot regrowth time: 0.011 s
hot loop lifetime: 301 s
tenfold dose: boundary: 1700 A
tenfold dose: recoil surplus: 0.01652 A^-2
tenfold dose: ion surplus: 0.02268 A^-2
```
